# Steady Dopant Pile-Up Ahead of a Moving Silicide Front

## Scales and the form of the answer

A planar silicide front advances into silicon at constant speed $v$, measured relative to the silicon lattice. The silicon is uniformly doped to the concentration $C_0$, and the dopant diffuses in it with constant diffusivity $D$. If the silicide takes up less dopant than the front meets, the remainder is pushed ahead and accumulates in the silicon.

Let $z\ge 0$ be the distance ahead of the front. A profile that is steady when viewed from the front can depend on $z$, $v$, $D$, $C_0$ and on dimensionless numbers describing the uptake. From $v$ (length/time) and $D$ (length²/time) one length and one time can be formed:

$$\ell=\frac{D}{v},\qquad t_D=\frac{D}{v^2}. \tag{1}$$

A steady profile contains no time. The model below is also linear in the concentration, so $C_0$ enters only as an overall factor and supplies no further length. The profile must therefore have the form

$$C(z)=C_0\,F(z/\ell;\ \text{uptake numbers}). \tag{2}$$

Two consequences follow before any equation is solved. The width of the profile scales as $D/v$, and the ratio $C(0)/C_0$ cannot depend on $v$ or $D$ if the uptake numbers do not. The function $F$ and the condition for its existence require the transport problem.

## Transport and uptake

The model contains diffusion alone. It omits electric-field drift, clustering, a solubility limit, and storage of dopant in the interface plane. The silicon extends far beyond $\ell$. Transport inside the silicide is neglected. It would not change the final steady state, in which the silicide next to the front is uniformly doped, but it can slow the approach considerably: dopant that diffuses back into the dopant-poor silicide formed first is missing at the front. The start-up results below therefore require slow diffusion in the silicide.

Let $x$ be a coordinate fixed to the silicon lattice, with the front at $x=vt$. Fick's law there is

$$\left(\frac{\partial C}{\partial t}\right)_x=D\frac{\partial^2C}{\partial x^2}. \tag{3}$$

With $z=x-vt$, a point of fixed $x$ has $dz/dt=-v$. The chain rule gives $(\partial C/\partial t)_x=(\partial C/\partial t)_z-v\,\partial C/\partial z$, while $\partial/\partial x=\partial/\partial z$. Hence

$$\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial z^2}+v\frac{\partial C}{\partial z}=-\frac{\partial J}{\partial z},\qquad J=-D\frac{\partial C}{\partial z}-vC. \tag{4}$$

The flux $J$ is counted positive away from the front. Its second term is negative because, seen from the front, the silicon and its dopant approach at speed $v$.

Two numbers describe the uptake. The partition coefficient $k$ relates the concentrations on the two sides of the front, $C_{\rm sil}=kC_i$ with $C_i=C(0)$. The volume ratio $r$ is the volume of silicide formed per volume of silicon consumed. In unit time, unit area of front consumes a silicon thickness $v$ and leaves a silicide thickness $rv$, which holds $rvC_{\rm sil}$ dopant atoms. Since the interface plane stores none, this must equal the flux arriving from the silicon, $-J(0)$:

$$D\left.\frac{\partial C}{\partial z}\right|_0+vC_i=rvkC_i=KvC_i,\qquad K=rk. \tag{5}$$

Thus $k$ and $r$ enter the silicon problem only as the product $K$. Moving $vC_i$ to the right gives

$$D\left.\frac{\partial C}{\partial z}\right|_0=-(1-K)\,vC_i. \tag{6}$$

For $K<1$ the concentration falls away from the front: diffusion carries the rejected dopant into the silicon. The criterion for rejection is $rk<1$, not $k<1$. A silicide with $k$ slightly below one but a large enough $r$ takes up more dopant than uniform silicon supplies.

## The steady profile

In the steady state $\partial C/\partial t=0$, and (4) becomes $C''+C'/\ell=0$, where primes denote derivatives with respect to $z$. This is a first-order equation for $C'$, so $C'\propto e^{-z/\ell}$. Integrating once more,

$$C(z)=A+B\,e^{-z/\ell}. \tag{7}$$

Far ahead the silicon is undisturbed, so $A=C_0$. At the front $C'(0)=-B/\ell=-Bv/D$ and $C_i=C_0+B$. Condition (6) then reads

$$-vB=-(1-K)v(C_0+B). \tag{8}$$

Dividing by $-v$ and collecting the terms in $B$ gives $KB=(1-K)C_0$. For $K>0$ this fixes $B$, and

$$\boxed{C(z)=C_0\left[1+\frac{1-K}{K}\,e^{-z/\ell}\right],\qquad \ell=\frac{D}{v}.} \tag{9}$$

At $z=0$ the bracket is $1+1/K-1=1/K$. The concentrations on the two sides of the front are therefore

$$C_i=\frac{C_0}{K},\qquad C_{\rm sil}=kC_i=\frac{C_0}{r}. \tag{10}$$

The second result has a direct meaning. Once the pile-up no longer changes, every dopant atom the front meets must end up in the silicide, where it is diluted by the volume ratio. A small $k$ does not keep the steady silicide clean; it raises $C_i$ until uptake matches supply.

The exponential expresses the balance of two fluxes. Inserting (9) in $J$ gives $-DC'=v(C-C_0)$ at every $z$: forward diffusion of the excess cancels the rate at which the front catches up with it. Fast diffusion widens the profile and a fast front compresses it. Neither changes the height.

The excess dose per unit area is

$$M=\int_0^\infty (C-C_0)\,dz=C_0\,\ell\,\frac{1-K}{K}. \tag{11}$$

This dopant was withheld from the silicide during start-up. Starting from uniform doping, conservation up to time $t$ reads

$$C_0vt=\int_0^t KvC_i(t')\,dt'+\int_0^\infty(C-C_0)\,dz. \tag{12}$$

As the steady state is reached, the last term tends to $M$, so the dose missing from the first-formed silicide equals $M$.

**Other values of $K$.** At $K=1$ uptake matches supply without any adjustment and the profile is flat. For $K>1$ the coefficient in (9) is negative, and the front is preceded by a depleted layer with the same decay length. As $K\to\infty$ the front becomes a perfect sink, $C\to C_0(1-e^{-z/\ell})$, and the dose missing from the silicon ahead of the front approaches $C_0\ell$. Pile-up has no such ceiling in this model, because $1/K$ grows without limit as $K\to0$.

## How the steady state is reached

Formula (9) describes an experiment only if the front travels far enough. Use the scales (1) to define $\zeta=z/\ell$ and $\tau=t/t_D=v^2t/D$. Since $vt/\ell=v^2t/D$, $\tau$ is also the thickness of silicon consumed, in units of $\ell$. Let $u$ be the deviation of $C/C_0$ from its steady form. Equations (4) and (6) are linear and homogeneous in $C$, so subtracting the steady solution leaves

$$\partial_\tau u=u''+u',\qquad u'(0)=-(1-K)u(0), \tag{13}$$

with primes now denoting $\partial/\partial\zeta$. The first derivative is removed by writing $u=e^{-\zeta/2}w$. Then

$$u'=e^{-\zeta/2}\left(w'-\tfrac12w\right),\qquad u''=e^{-\zeta/2}\left(w''-w'+\tfrac14w\right), \tag{14}$$

and (13) becomes

$$\partial_\tau w=w''-\tfrac14w,\qquad w'(0)=\left(K-\tfrac12\right)w(0). \tag{15}$$

This operator is self-adjoint: with the boundary condition in (15), $fg'-f'g$ vanishes at $\zeta=0$ for any two admissible functions. Its modes $w\propto e^{-\lambda\tau}$ are therefore orthogonal. In terms of $u$, the scalar product is $\int_0^\infty e^{\zeta}u_1u_2\,d\zeta$.

Oscillating modes with wavenumber $q$ have $\lambda=\frac14+q^2$ and form a continuum starting at $\frac14$. A decaying mode $w=e^{-\kappa\zeta}$ satisfies the boundary condition if $\kappa=\frac12-K$, and it is normalizable only if $K<\frac12$. Its rate is

$$\lambda=\tfrac14-\left(\tfrac12-K\right)^2=K(1-K), \tag{16}$$

which lies below the continuum. The corresponding deviation is $\phi=e^{-\zeta/2}e^{-\kappa\zeta}=e^{-(1-K)\zeta}$.

For uniform initial doping, $C/C_0=1$ and the initial deviation is $u_0=-\frac{1-K}{K}e^{-\zeta}$. Its projection on $\phi$ requires two integrals:

$$\int_0^\infty e^{\zeta}\phi u_0\,d\zeta=-\frac{1-K}{K}\int_0^\infty e^{-(1-K)\zeta}d\zeta=-\frac1K, \tag{17}$$

$$\int_0^\infty e^{\zeta}\phi^2\,d\zeta=\int_0^\infty e^{-(1-2K)\zeta}d\zeta=\frac{1}{1-2K}. \tag{18}$$

The amplitude of the slow mode is their ratio, $-(1-2K)/K$. Relative to the plateau $C_0/K$, the front concentration at late times is thus

$$\frac{C_i(t)}{C_0/K}\simeq1-(1-2K)e^{-\sigma t},\qquad \sigma=K(1-K)\frac{v^2}{D}\quad\left(K<\tfrac12\right). \tag{19}$$

As $K$ approaches $\frac12$, the slow rate merges with the continuum and the amplitude $1-2K$ vanishes, so (19) becomes accurate only very late. It is most useful when $K$ is well below $\frac12$.

During one e-fold of this approach the front consumes the silicon thickness

$$L=\frac{v}{\sigma}=\frac{\ell}{K(1-K)}. \tag{20}$$

For small $K$ this is much longer than $\ell$. The reason is the supply of dopant: by (11) the pile-up holds a dose of about $C_0\ell/K$, which takes a consumed thickness of order $\ell/K$ to collect.

For $K\ge\frac12$ there is no slow mode. Multiplying the mode equation $w''-\frac14w=-\lambda w$ by $w$ and integrating by parts, with $w$ vanishing far ahead, gives

$$\left(\lambda-\tfrac14\right)\int w^2d\zeta=\int w'^2d\zeta+\left(K-\tfrac12\right)w(0)^2\ge0. \tag{21}$$

No decay rate then lies below $v^2/4D$.

## Complete rejection

At $K=0$ the relation $KB=(1-K)C_0$ becomes $0=C_0$, so no steady state exists. The front pushes all the dopant it meets, and the excess dose is $C_0vt$. Put $C/C_0=1+g$ and try a profile of the steady width with a growing amplitude,

$$g=(\tau+a-\zeta)e^{-\zeta}. \tag{22}$$

Here $\partial_\tau g=e^{-\zeta}$. The part $(\tau+a)e^{-\zeta}$ contributes nothing to $g''+g'$. The part $-\zeta e^{-\zeta}$ contributes $-(\zeta-2)e^{-\zeta}-(1-\zeta)e^{-\zeta}=e^{-\zeta}$, so the transport equation holds. Zero uptake requires $g'(0)+g(0)+1=0$, and indeed $-(\tau+a)-1+(\tau+a)+1=0$. The constant follows from the dose: $\int_0^\infty g\,d\zeta=\tau+a-1$ must equal $\tau$, so $a=1$.

The difference between this solution and the true one obeys (13) with $K=0$. Its projection on the only non-decaying mode, $\phi=e^{-\zeta}$, is $\int e^\zeta e^{-\zeta}u\,d\zeta=\int u\,d\zeta$, which vanishes by the choice of dose. The difference therefore consists of continuum modes and dies out. At late times

$$\frac{C_i}{C_0}\simeq2+\frac{v^2t}{D}=2+\frac{vt}{\ell}. \tag{23}$$

For small but finite $K$ this also describes the growth after the continuum modes have died out, as long as $K\tau\ll1$. Expanding (19) to leading order in $K$ at fixed $\tau$ gives $\frac1K[1-(1-2K)(1-K\tau)]\to2+\tau$. The growth bends over to the plateau when $K\tau$ is no longer small.

## A worked example

Take the round model parameters $v=0.50$ nm/s, $D=2.0$ nm²/s, $k=0.20$, $r=1.20$ and $C_0=5.0\times10^{19}$ cm⁻³. They represent no particular material, and $D$ is far larger than the equilibrium diffusivity of common dopants in silicon at silicide-forming temperatures up to about 700 °C. Nanometres, seconds and cm⁻³ are the natural units here. The derived quantities are

$$K=1.20\times0.20=0.24,\qquad \ell=\frac{2.0}{0.50}=4.0\ \text{nm}, \tag{24}$$

$$C_i=\frac{5.0\times10^{19}}{0.24}=2.08\times10^{20}\ \text{cm}^{-3},\qquad C_{\rm sil}=\frac{5.0\times10^{19}}{1.20}=4.17\times10^{19}\ \text{cm}^{-3}. \tag{25}$$

With $\ell=4.0\times10^{-7}$ cm, the excess dose is

$$M=5.0\times10^{19}\times4.0\times10^{-7}\times\frac{0.76}{0.24}=6.33\times10^{13}\ \text{cm}^{-2}. \tag{26}$$

One decay length ahead, at 4 nm, the concentration is $1.08\times10^{20}$ cm⁻³. At 16 nm it is $5.29\times10^{19}$ cm⁻³, about 6% above the background.

These results were tested against a finite-volume calculation that contains only the Fick fluxes, the motion of the front and the uptake $rkvC_i$. The numerical output follows this text. Doubling $v$ or halving $D$ leaves the height at 4.167 and reduces the fitted decay length from 4.000 to 1.999 nm, within 0.1% of $D/v$. Halving $k$ doubles the height to 8.333 at unchanged length. With $k=1.5$, so that $K=1.8$, the front concentration falls to $0.556\,C_0$: a depleted layer, again with a decay length of 4.000 nm.

The approach to the steady state is slower than the width suggests. Equation (20) gives $L=4.0/(0.24\times0.76)=21.9$ nm. By (19), the front concentration reaches 95% of its plateau after consumption of

$$L\ln\frac{1-2K}{0.05}=21.93\times\ln\frac{0.52}{0.05}=51.4\ \text{nm}, \tag{27}$$

compared with 51.8 nm in the finite-volume calculation. A film that consumes only 20 nm of silicon stops at 78% of the plateau. There (19) predicts 79%, because the continuum modes have not yet died out: their rates start at $0.25\,v^2/D$, not far above the slow rate $0.182\,v^2/D$. At 100 nm both values are 99.5% to the digits given.

For $K=1.8$ the lowest rate found on the grid is $0.273\,v^2/D$, consistent with the bound (21). It lies above 0.25 because the far boundary is at finite depth, which excludes $q=0$. For $K=0$, (23) predicts $C_i/C_0=2+100/4.0=27$ after 100 nm, and the calculation gives 26.99.

## Where the result fails

**Changing front speed.** If $v$ varies with time, (4) and (6) still hold with the instantaneous $v(t)$, but (9) no longer solves them: its time derivative at fixed $z$ contains $\dot v$. The profile can follow the front only if $v$ changes little during the relaxation time, which for $K<\frac12$ means $|\dot v|/v\ll\sigma$. Consider parabolic growth, where the consumed thickness $s$ obeys $s^2=bt$. Then $v^2=b/4t$ and $|\dot v|/v=1/2t$, and the condition becomes

$$\frac{1}{2t}\ll K(1-K)\frac{b}{4Dt}\quad\Longrightarrow\quad b\gg\frac{2D}{K(1-K)}. \tag{28}$$

The time has cancelled. Longer annealing therefore does not help to satisfy the condition; growth must be fast compared with dopant diffusion from the outset.

**Finite supply.** A doped layer much thinner than $L$ is consumed before the plateau is established. The concentration $C_0/K$ is then an overestimate, since the necessary dose was never available.

**High concentration.** The height $1/K$ assumes that $k$ does not depend on concentration and that all the dopant stays dissolved and mobile. The exponential shape also requires a constant $D$; a concentration-dependent $D$ changes the shape but not the height, because the steady balance $vC_0=KvC_i$ does not contain $D$. For ionized dopants well above the intrinsic carrier density, as at the doping of the example at 700 °C, the omitted drift in the field of the dopant gradient acts like an increase of $D$ by up to a factor of two, and the profile widens accordingly, provided the silicon stays nearly neutral up to the front. A metallic silicide usually prevents this. At $5\times10^{19}$ cm⁻³ and 700 °C the Debye length is about 1 nm, and a band bending of 0.4 V depletes about 3 nm, comparable to $\ell$ in the example. The field of such a depletion layer draws ionized dopant toward the front. It narrows the pile-up instead of widening it and can lower the concentration just ahead of it below $C_0$, so neither (9) nor the factor of two then describes the shape. If $C_0/K$ exceeds the solubility, precipitation or clustering removes mobile dopant and (9) no longer applies. The loss near the front also lowers the excess farther ahead.

**Very short decay length.** When $D/v$ approaches the spacing of lattice planes, the continuum description fails. This limit matters in practice: at 700 °C the intrinsic diffusivity of boron or phosphorus is of order $10^{-4}$ to $10^{-3}$ nm²/s, and doping at the level of the example raises it to about $10^{-2}$ nm²/s at most, so at the front speed of the example $D/v$ is far below an atomic spacing. At such temperatures and speeds the model applies only if dopant diffusion is enhanced by several orders of magnitude above this intrinsic value. It does not by itself explain dopant pile-up at real silicide interfaces. A constant $k$ also presumes that the exchange of dopant across the interface keeps pace with the front. If it does not, $k$ depends on $v$, and the height acquires a velocity dependence that the scaling argument (2) excluded only for constant uptake numbers.

## Computed results

```
front speed v = 0.50 nm/s
diffusivity D = 2.00 nm^2/s
partition coefficient k = 0.20
volume ratio r = 1.20
effective coefficient K = r k = 0.240
initial doping C0 = 5.00e+19 cm^-3
decay length D/v = 4.000 nm
steady finite-volume runs: height C(0)/C0 and fitted decay length
 v=0.50 nm/s D=2.00 nm^2/s k=0.20: height 4.1667, length 4.000 nm
 v=1.00 nm/s D=2.00 nm^2/s k=0.20: height 4.1667, length 1.999 nm
 v=0.50 nm/s D=1.00 nm^2/s k=0.20: height 4.1667, length 1.999 nm
 v=0.50 nm/s D=2.00 nm^2/s k=0.10: height 8.3333, length 4.000 nm
 v=0.50 nm/s D=2.00 nm^2/s k=1.50: height 0.5556, length 4.000 nm
front concentration C0/K = 2.083e+20 cm^-3
silicide concentration C0/r = 4.167e+19 cm^-3
excess dose, formula = 6.333e+13 cm^-2
excess dose, finite volume = 6.335e+13 cm^-2
steady profile: z (nm), formula and finite volume (cm^-3)
   0.0  2.083e+20  2.083e+20
   4.0  1.082e+20  1.083e+20
   8.0  7.143e+19  7.144e+19
  12.0  5.788e+19  5.789e+19
  16.0  5.290e+19  5.290e+19
slow rate, formula = 0.02280 1/s
slow rate, finite volume = 0.02286 1/s
silicon consumed per e-fold = 21.93 nm
consumed (nm), front value/plateau: slow mode, finite volume
   20  0.7911  0.7770
   50  0.9468  0.9457
  100  0.9946  0.9945
consumed at 95% of plateau, slow mode = 51.4 nm
consumed at 95% of plateau, finite volume = 51.8 nm
lowest decay rate for K=1.80: 0.2729 v^2/D
K=0 growth of C(0)/C0, finite volume = 0.12498 1/s
K=0 growth of C(0)/C0, v^2/D = 0.12500 1/s
K=0 value of C(0)/C0 after 100 nm = 26.99
```
